# Fan-Migdal and Debye-Waller self-energies and rigid translation of a crystal, part 3

Vibrating nuclei shift the electron levels of an insulating chain. To first order in $\langle uu\rangle$ the shift is the Fan-Migdal (FM) term of $\Sigma=iGW$ plus the Debye-Waller (DW) term of the Hartree potential. A Green's-function derivation and an adiabatic one with frozen displacements give the same static coefficient $K_n(k,q)$.

The algebra uses atomic units, electron mass 1, $p=-i\,d/dx$. The chain has $N$ cells of length $a$, each with one nucleus (mass $M$, charge $Z$) at $R_l+u_l$; $\partial_l\equiv\partial/\partial u_l$. All particles interact through $v(x-x')$. The Hartree Hamiltonian is $H=p^2/2+V$, $V=V_{\rm ext}+vn$, with nuclear potential $V_{\rm ext}$, electron density $n$, states $|nk\rangle$, energies $\varepsilon_{nk}$, occupations $f$ and gap $E_g$. Screening is static RPA, $\epsilon=1-v\chi_0$. Phonons have frequencies $\Omega_q$ and Bose factors $n_q$; $\langle u^2\rangle=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}$.

With $A_q=\epsilon^{-1}\sum_le^{iqR_l}\partial_lV_{\rm ext}=\sum_le^{iqR_l}\partial_lV$, $A_{mn}=\langle m,k+q|A_q|nk\rangle$ and $\Delta=\varepsilon_{nk}-\varepsilon_{m,k+q}$, FM is

$$\Sigma^{\rm FM}_{nk}(\omega)=\frac1N\sum_{q,m}\frac{|A_{mn}|^2}{2M\Omega_q}\left[\frac{n_q+1-f_m}{\omega-\varepsilon_m-\Omega_q}+\frac{n_q+f_m}{\omega-\varepsilon_m+\Omega_q}\right],$$

and on shell, $\omega=\varepsilon_{nk}$,

$$[\dots]=\frac{(2n+1)\Delta+(1-2f)\Omega}{\Delta^2-\Omega^2}.$$

DW is $\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\langle\frac12\Lambda_q\rangle$, $\frac12\Lambda_q=\epsilon^{-1}[\frac12\Lambda_{\rm ext}+v\,\delta n^{(2)}_q]$, where $\Lambda_{\rm ext}=\sum_l\partial_l^2V_{\rm ext}$ and the induced density $\delta n^{(2)}_q$ is the electrons' quadratic response to the screened first-order potential. With $F_n=\sum_m|A_{mn}|^2/\Delta$ averaged over $\pm q$, $K_n=F_n+\langle\frac12\Lambda_q\rangle$; a frozen wave $u_l=\sqrt2\,u\cos qR_l$ shifts the level by $u^2K_n$.

At $q=0$, commutators of $p$ with $H$ gave $A_0=-V'$, $\Lambda_0=V''$, $F_n(k,0)=\sum_{m\ne n}\Delta\,|p_{mn}|^2$ and the translation sum rule $K_n(k,0)=0$. The recoil remainder with static screening is

$$\frac1{NM}\sum_{m\ne n}|p_{mn}|^2\left[\frac{1-2f_m}2+\frac{k_BT}\Delta\right].$$

The rigid-ion approximation replaces $\langle\frac12\Lambda_q\rangle\to\langle\frac12\Lambda_0\rangle=-F_n(k,0)$.

The final table also lists earlier checks: a frequency sum and three levels coupled to one boson, testing FM; one electron bound harmonically (frequency $\omega_0$, `w0`) to a nucleus on a spring (`trap`), with recoil $\omega_0/4M$; and a one-cell ring with its nucleus on a spring, testing the phonon part $W_{\rm ph}$ of $W$ and its static single-pole form.

### Long waves at a band edge

For small $q\ne0$ the interband and intraband terms behave differently. The interband part of $F_n$ plus DW is smooth in $q$ when $v$ is short-ranged and band $n$ is separated from the others near $k$. It is even in $q$ after the $\pm q$ average and zero at $q=0$, so it starts at order $q^2$. With a long-ranged Coulomb potential the smoothness is not assured and the limit $q\to0$ needs its own analysis; the result at $q=0$ is unaffected.

For the intraband term take a band edge at $k=X=\pi/a$. Write $A_q=\sum_le^{iqR_l}\alpha(x-R_l)$ with $\alpha=\partial_lV$ localized and $\sum_l\alpha=-V'$. Expanding $e^{iqR_l}=e^{iqx}[1-iq(x-R_l)+\dots]$,

$$A_{nn}=-\langle n,X{+}q|e^{iqx}V'|nX\rangle-iq\Big\langle\sum_l(x-R_l)\,\alpha(x-R_l)\Big\rangle+O(q^2).$$

In the first term put $V'=i(pH-Hp)$ and use $e^{iqx}H=He^{iqx}-e^{iqx}(qp+q^2/2)$, which follows from $p\,e^{iqx}=e^{iqx}(p+q)$. The matrix element becomes $i[(\varepsilon_X-\varepsilon_{X+q})\langle e^{iqx}p\rangle+q\langle e^{iqx}p^2\rangle+\frac12q^2\langle e^{iqx}p\rangle]$. At the edge the energy difference is of order $q^2$, so the term linear in $q$ is $iq\langle p^2\rangle$ and

$$A_{nn}=iq\,D,\qquad D=-\langle p^2\rangle-\Big\langle\sum_l(x-R_l)\,\alpha(x-R_l)\Big\rangle .$$

This $D$ is the deformation potential $d\varepsilon_X/ds$ for a uniform strain $u_l=sR_l$. In the coordinate $y=x/(1+s)$ the period is again $a$, the kinetic energy changes by $-sp^2$, and the potential by $s\,yV'+s\sum_lR_l\alpha=-s\sum_l(y-R_l)\alpha$, which reproduces both terms.

With $\Delta=-q^2/2m^*$ the static intraband term is $|A_{nn}|^2/\Delta\to-2m^*D^2$, a nonzero constant. So $K_n(X,q)$ is discontinuous at $q=0$: a wave of amplitude $u$ modulates the band edge by a strain of order $qu$, and the state that it mixes in lies only $q^2/2|m^*|$ away. The adiabatic condition $|\Delta|\gg\Omega_q=c|q|$ fails for $|q|<q_c=2|m^*|c$. There the dynamic coefficient of $2n+1$ is $|A_{nn}|^2\Delta/(\Delta^2-\Omega^2)\to D^2q^2/(2m^*c^2)$, which vanishes as $q^2$.

### Worked example

The model has round parameters: $a=3$ Å, $v(x)=U\exp(-x^2/2\sigma^2)$ with $U=10$ eV and $\sigma=0.5$ Å, $Z=2$, two electrons per cell, $M=20$ u, and an assumed dispersion $\Omega_q=\Omega_0|\sin(qa/2)|$ with $\Omega_0=0.05$ eV. This dispersion is an input and is not derived from the force constants of the model; the quantities $F$, $\Lambda$, $K$, $D$ and $m^*$ do not depend on it, while the shifts quoted in eV do. The force constants of the chain itself give a softer branch, about 0.027 eV at the zone boundary, so the shifts in eV illustrate the formulas and are not those of the model's own dressed phonons. The Hartree problem is solved with 15 plane waves and 16 $k$ points. The valence maximum (VBM) and conduction minimum (CBM) lie at $X$, at 1.027 and 6.825 eV, with gap 5.797 eV.

At $q=0$, $F=-8.955$ eV/Å$^2$ for the VBM and $+6.111$ eV/Å$^2$ for the CBM, and $\langle\frac12\Lambda_0\rangle$, computed from $\epsilon^{-1}$ and $\delta n^{(2)}_0$, is $+8.955$ and $-6.111$ eV/Å$^2$. The transition across the gap has $|p_{01}|=1.0602$ Å$^{-1}$ and supplies $\mp5.797\times1.0602^2=\mp6.516$ eV/Å$^2$. The higher bands, for which $\Delta<0$, add $-8.955+6.516=-2.44$ for the VBM and $6.111-6.516=-0.41$ eV/Å$^2$ for the CBM. Without the induced density, DW is $+9.915$ and $-6.797$ eV/Å$^2$, leaving $K(0)=+0.960$ and $-0.687$ eV/Å$^2$, which is $0.960/8.955=11\%$ and $0.687/6.111=11\%$ of $|F(0)|$. The recoil remainder with the mass of one cell is $+1.24\times10^{-4}$ and $-1.16\times10^{-4}$ eV, to be divided by $N$; the signs follow from $1-2f_m$, which is $+1$ for every partner of the VBM and $-1$ for the filled partner of the CBM.

At $q=\pi/2a$ the two derivations are compared directly. For the VBM, $K=-4.54122+9.72589=5.18467$ eV/Å$^2$, and for the CBM $1.74027-6.67120=-4.93093$ eV/Å$^2$. The curvature of the levels in a self-consistent four-cell supercell with a frozen wave agrees to all six digits.

The growth on a mesh $q_j=2\pi(j+\frac12)/Na$ follows from $\langle u^2\rangle$. At $T=0$, $\langle u^2\rangle=\frac1{2M\Omega_0}\frac2N\sum_{j<N/2}1/\sin x_j$ with $x_j=\pi(j+\frac12)/N$. Splitting $1/\sin x=1/x+$ a bounded part, the first piece gives $\frac2\pi\sum_{j<N/2}1/(j+\frac12)=\frac2\pi\ln N+$ const, so $\langle u^2\rangle=\ln N/(\pi M\Omega_0)+$ const. At finite $T$, $2n+1=2k_BT/\Omega+O(\Omega)$, and the leading sum is $\frac{k_BT}{M\Omega_0^2}\frac1N\sum_{j=0}^{N-1}1/\sin^2x_j$. The expansion $1/\sin^2x=\sum_r(x-r\pi)^{-2}$ turns the sum into $\frac{N^2}{\pi^2}\sum_{r\in\mathbb Z}(r+\frac12)^{-2}$, and the same expansion at $x=\pi/2$ shows that the last sum is $\pi^2$. So $\langle u^2\rangle=k_BT\,N/(M\Omega_0^2)+$ const. Since the interband $F(q)-F(0)$ is of order $q^2$ at $X$, the interband FM term grows as $F(0)\langle u^2\rangle$, and FM plus DW converges.

From $N=32$ to $128$ at 300 K, $\langle u^2\rangle$ rises by $0.27730-0.06982=0.20748$ Å$^2$, and $-8.95543\times0.20748=-1.858$ eV. The computed interband FM term of the VBM changes by $-2.47059+0.61247=-1.858$ eV, while FM plus DW stays at 0.0168 eV; for the CBM the change is $+1.268$ eV and the sum stays at $-0.0162$ eV. At $T=0$ the VBM change is $-0.07034+0.05382=-0.0165$ eV, as predicted by $F(0)\ln4/(\pi M\Omega_0)$, and the sum settles at 0.0074 eV. Dropping the induced density would leave a growth of opposite sign, 11% as large. In $d$ dimensions the finite-temperature weight is $\int q^{d-1}dq/q^2$, finite for $d=3$, where FM alone converges but still contains the spurious term $F(0)\langle u^2\rangle$.

At small $q$, $|A_{nn}|/q$ is 7.515 and 9.911 eV, equal to $|D|$ from strained calculations. With $m^*=-0.505$ and $+0.253$, the static intraband limit is $+7.485$ and $-6.527$ eV/Å$^2$, comparable in size with $F(0)$. Halving $q$ divides both the dynamic intraband coefficient and the interband-plus-DW curvature by 4.00.

The intraband term is given at $T=0$; at finite $T$ its denominator has a phonon-absorption pole at $|q|=q_c$, which the 300 K figures leave out by keeping interband terms. The omitted term is not small. While the mesh spacing exceeds $q_c$ it grows roughly as $-2m^*D^2\langle u^2\rangle$, about $7.485\times0.070\approx0.5$ eV for the VBM at $N=32$; on finer meshes it jumps with the distance of the nearest point from the pole; and its principal value, about $-0.02$ eV for the VBM and $+0.02$ eV for the CBM, is as large as the interband-plus-DW sum and of opposite sign. The value $0.0168$ eV is therefore not the full 300 K shift. The converged zero-point shifts are $0.00740+0.03595=+0.04335$ eV for the VBM and $-0.00714-0.03761=-0.04475$ eV for the CBM. The gap changes by $-0.088$ eV, or $-3.24\times10^{-3}$ hartree, which is 1.5% of the gap. The signs of the intraband parts follow from the bracket: $1/(\Delta+\Omega)$ with $\Delta>0$ for the filled band and $1/(\Delta-\Omega)$ with $\Delta<0$ for the empty one.

The intraband part is about five times the rest. Its small-$q$ form, with $c=\Omega_0a/2$, is

$$\frac a\pi\int_0^{q_1}\!dq\,\frac{D^2q^2}{2Mcq\,(q^2/2|m^*|+cq)}=\frac{2|m^*|D^2}{\pi M\Omega_0}\ln\!\Big(1+\frac{q_1}{q_c}\Big),$$

where $q_1$ is an effective cutoff, not derived here, that stands for the gradual fall of the true integrand below its small-$q$ form. From the predicted growth, $1/(\pi M\Omega_0)=0.01652/(8.955\times\ln4)=0.00133$ Å$^2$. The computed shifts then correspond to logarithms $0.03595/(7.485\times0.00133)=3.6$ and $0.03761/(6.527\times0.00133)=4.3$. Their difference, 0.7, is close to $\ln(0.505/0.253)=0.69$, which says that the cutoff obtained by matching, $q_1=q_c(e^{L}-1)$ with $L$ the logarithm, is similar for the two bands, about a third of $\pi/a$ in each case; why the two agree is not derived here. With static denominators $q_c$ is replaced by the mesh spacing and the term grows as $\ln N$. Finally, the rigid-ion replacement changes the shifts by $-0.0019$ and $+0.0014$ eV, about 4% and 3% of the total shifts, and the gap shift by $+0.0033$ eV. The numerical check that follows the text prints the shifts, $D$, $m^*$ and the rigid-ion differences; the logarithms and percentages are arithmetic on those values.

### What each derivation assumes

The two derivations share the Hartree reference, the harmonic distribution of the nuclei, the gap, and the restriction to first order in $\langle uu\rangle$. Within these they produce the same operators $A_q$ and $\Lambda_q$ and the same $K_n(k,q)$.

The Green's-function derivation assumes vertex 1 and RPA screening, and then makes two static replacements, in $\epsilon^{-1}$ and in $\delta n^{(2)}$. Both involve transitions across the gap and need $\Omega\ll E_g$. It makes no assumption on the ratio of $\Omega_q$ to the denominators $\Delta$ of the level under study. It therefore retains the occupation factors, the emission and absorption poles, the recoil term and the cutoff $q_c$ of the intraband term. Its cost is that invariance is not built in. FM and DW arise from different parts of the self-energy, and the cancellation depends on keeping every contribution of order $\langle uu\rangle$ to the Hartree potential and on evaluating FM on shell with the energies and states of the same $H$ that defines $\chi_0$; each of the three identities used that $H$ in the commutator with $p$.

The frozen-displacement derivation assumes $|\Delta|\gg\Omega_q$ for every state that a mode couples to the level, and a nondegenerate level. In return the invariance follows from a unitary equivalence, for a translation of any size, and for any mean field that translates with the nuclei. The two terms appear as the two parts of one second derivative, and the induced density needs no separate argument, since self-consistency supplies it. The assumption holds for the interband terms of the band edges of this chain, whose partners lie at least $E_g$ away, and at $q=0$, where the intraband element vanishes. In real crystals with degenerate band edges or overlapping bands, interband denominators can also become comparable with $\Omega_q$. It fails for intraband terms where $|\Delta|\lesssim\Omega_q$, which at a band edge means $|q|\lesssim q_c$, and at general $k$ near the wave vector that connects $k$ to the degenerate state at $-k$. In the chain this failure makes the adiabatic zero-point shift of a band edge diverge logarithmically, although the translation sum rule is obeyed. The adiabatic route also gives zero where the one-electron model has the recoil $\langle p^2\rangle/2M$, because it treats the nuclei as unaffected by the momentum of the electron.

## Table of computed values

```
a = 3.00 A, U = 10.00 eV, sigma = 0.50 A, Z = 2
M = 20.0 u, Omega0 = 0.050 eV, plane waves 15, k points 16
Matsubara sum -0.052497-0.497884j, formula -0.052497-0.497884j 1/eV
3-level removal shift: exact -0.001684, FM -0.001675 eV
3-level addition shift: exact 0.000594, FM 0.000590 eV
trap w0 = 5.0 eV, Omega = 0.001 eV: FM -0.171397, DW 0.171431 eV
trap FM+DW 3.4279e-05, exact 3.4279e-05, recoil 3.4286e-05 eV
ring: bare 0.09914, dressed 0.050000, spring 0.050 eV
W_ph at i*0.035 eV: rel. error exact form 2.3e-12, static pole 1.7e-06
W_ph at i*13.606 eV: rel. error exact form 6.2e-10, static pole 2.4e-01
band edges: VBM 1.02734, CBM 6.82456 eV
gap = 5.79722 eV
F(0): VBM -8.95543, CBM 6.11054 eV/A^2
<Lam/2>(0): VBM 8.95543, CBM -6.11054 eV/A^2
|p_01| = 1.06015 1/A, max |K(0)| = 2e-13 eV/A^2
DW without induced density: VBM 9.91500, CBM -6.79738 eV/A^2
K(0) without induced density: VBM 0.95957, CBM -0.68684 eV/A^2
q=0 remainder (cell mass): VBM 0.0001241, CBM -0.0001164 eV
recoil formula: VBM 0.0001241, CBM -0.0001164 eV
q=pi/2a F: VBM -4.54122, CBM 1.74027 eV/A^2
q=pi/2a <Lam/2>: VBM 9.72589, CBM -6.67120 eV/A^2
q=pi/2a K: VBM 5.18467, CBM -4.93093 eV/A^2
frozen phonon K: VBM 5.18467, CBM -4.93093 eV/A^2
D from strain: VBM -7.51544, CBM -9.91117 eV
|A_nn|/q: VBM 7.51542, CBM 9.91116 eV
m*: VBM -0.50490, CBM 0.25317 m_e
static intraband q->0: VBM 7.48469, CBM -6.52721 eV/A^2
-2 m* D^2: VBM 7.48504, CBM -6.52736 eV/A^2
halving q, dynamic intraband ratio: VBM 4.001, CBM 4.004 
halving q, interband+DW ratio: VBM 3.999, CBM 3.999 
T=0 K N=8: <u2> 0.00478 A^2
  VBM FM inter -0.03722, DW 0.04474, sum 0.00752 eV
  CBM FM inter 0.02336, DW -0.03062, sum -0.00726 eV
T=0 K N=32: <u2> 0.00662 A^2
  VBM FM inter -0.05382, DW 0.06123, sum 0.00741 eV
  CBM FM inter 0.03472, DW -0.04187, sum -0.00714 eV
T=0 K N=128: <u2> 0.00847 A^2
  VBM FM inter -0.07034, DW 0.07775, sum 0.00740 eV
  CBM FM inter 0.04600, DW -0.05314, sum -0.00714 eV
T=0 K predicted FM growth N=32->128: VBM -0.01652, CBM 0.01127 eV
T=300 K N=8: <u2> 0.01794 A^2
  VBM FM inter -0.14794, DW 0.16474, sum 0.01680 eV
  CBM FM inter 0.09638, DW -0.11259, sum -0.01621 eV
T=300 K N=32: <u2> 0.06982 A^2
  VBM FM inter -0.61247, DW 0.62927, sum 0.01680 eV
  CBM FM inter 0.41335, DW -0.42955, sum -0.01621 eV
T=300 K N=128: <u2> 0.27730 A^2
  VBM FM inter -2.47059, DW 2.48740, sum 0.01680 eV
  CBM FM inter 1.68120, DW -1.69740, sum -0.01621 eV
T=300 K predicted FM growth N=32->128: VBM -1.85812, CBM 1.26785 eV
T=0 interband FM + DW: VBM 0.00740, CBM -0.00714 eV
T=0 intraband FM: VBM 0.03595, CBM -0.03761 eV
T=0 total shift: VBM 0.04335, CBM -0.04475 eV
rigid-ion DW minus full DW: VBM -0.00191, CBM 0.00139 eV
zero-point gap shift = -0.08810 eV = -3.2376e-03 hartree
```
